# Does discarding an imaginary mode leave a usable harmonic free energy?

## Question

I am comparing the free energies of two crystal phases, A and B, from harmonic phonons in finite supercells. Phase B has real frequencies throughout. The high-symmetry phase A has one imaginary mode, for which the harmonic formula has no meaning, so I left that mode out and summed over the rest. It is one mode among many, and I expected a small error.

Two things worry me. When I strain A so that the mode becomes barely stable, its harmonic free energy plunges towards $-\infty$. When I strain it slightly the other way, I drop the mode and its contribution jumps to zero. Is the plunge real? And is the free energy without the mode good enough to locate a transition?

## Answer

The plunge is an artefact of the harmonic potential, and the sum without the mode is in error by the whole free energy of that mode, a temperature-dependent term that can exceed the difference between the phases. Whether it matters depends on its size against the free-energy and entropy differences of the same supercell. Both points can be shown with one mode, uncoupled from the others.

**The model.** Let the mode have coordinate $x$, mass $m$ and potential
$$V(x)=\tfrac12 a x^2+\tfrac14 b x^4,\qquad b>0,$$
with energy measured from the undistorted structure $x=0$. Your strain changes $a$: the mode is stable for $a>0$ and imaginary for $a<0$. "True" below means exact for this model.

### Why the harmonic value diverges

For $a>0$ and $b=0$ the levels are $(n+\tfrac12)\hbar\omega$ with $\omega=\sqrt{a/m}$. The partition function is a geometric series,
$$Z=\sum_{n\ge0}e^{-(n+1/2)\hbar\omega/kT}=\frac{e^{-\hbar\omega/2kT}}{1-e^{-\hbar\omega/kT}}=\frac{1}{2\sinh(\hbar\omega/2kT)},$$
so that
$$F_h=-kT\ln Z=kT\ln\!\left[2\sinh\frac{\hbar\omega}{2kT}\right].$$
For $\hbar\omega\ll kT$, $\sinh y\approx y$ gives
$$F_h\approx kT\ln\frac{\hbar\omega}{kT}=\frac{kT}{2}\ln a+kT\ln\frac{\hbar}{\sqrt m\,kT}.$$
Each hundredfold fall of $a$ lowers $F_h$ by $kT\ln10$, which is 59.5 meV at 300 K.

The cause is visible in the slope. For any $b$, differentiate $F=-kT\ln\mathrm{Tr}\,e^{-H/kT}$. The trace is cyclic, so $\partial_a\mathrm{Tr}\,e^{-H/kT}=-\mathrm{Tr}[(\partial_aH)e^{-H/kT}]/kT$, and $\partial_aH=x^2/2$. Hence
$$\frac{\partial F}{\partial a}=\tfrac12\langle x^2\rangle .$$
In the classical harmonic case $\langle x^2\rangle=kT/a$, which diverges: the oscillator gains entropy by spreading over unlimited distances. The quartic term forbids that.

### Why the true value stays finite

*Lower bound.* For any $c$,
$$0\le\frac b4\left(x^2-\frac cb\right)^2=\frac b4x^4-\frac c2x^2+\frac{c^2}{4b}.$$
Therefore $V\ge\tfrac12(a+c)x^2-c^2/4b$. Raising a potential lowers no energy level (the min–max principle), so it cannot lower $F$. With $\kappa=a+c>0$,
$$F\ge F_h(\kappa)-\frac{(\kappa-a)^2}{4b}.$$

*Upper bound.* Let $H_0$ be a trial Hamiltonian with eigenstates $|n\rangle$, energies $\epsilon_n$ and partition function $Z_0$. The exponential is convex, so Jensen's inequality gives $\langle n|e^{-H/kT}|n\rangle\ge e^{-\langle n|H|n\rangle/kT}$. Summing over $n$ and writing $\langle n|H|n\rangle=\epsilon_n+\langle n|H-H_0|n\rangle$,
$$Z\ge Z_0\left\langle e^{-\langle n|H-H_0|n\rangle/kT}\right\rangle_0\ge Z_0\,e^{-\langle H-H_0\rangle_0/kT},$$
where the last step is Jensen's inequality for the thermal average. Taking $-kT\ln$ gives the Gibbs–Bogoliubov inequality $F\le F_0+\langle H-H_0\rangle_0$.

Choose an oscillator of force constant $\kappa$ as the trial, with $s=\langle x^2\rangle_\kappa$. Its thermal position distribution is Gaussian, so $\langle x^4\rangle_\kappa=3s^2$ and
$$F\le F_h(\kappa)+\tfrac12(a-\kappa)s+\tfrac34bs^2 .$$

Both bounds are finite for every real $a$, whatever its sign. Moreover, taking the mode itself at some $a_0$ as the trial gives $F(a)\le F(a_0)+\tfrac12(a-a_0)\langle x^2\rangle_{a_0}$. So $F$ lies below its tangents and is concave in $a$; a finite concave function is continuous. The true free energy neither plunges nor jumps at $a=0$.

Here are values for round parameters, $m=50$ u, $b=10$ eV/Å⁴ and $T=300$ K ($kT=25.85$ meV). The true $F$ comes from diagonalizing $H$ on a grid.

| $a$ (eV/Å²) | $F_h$ (meV) | true $F$ (meV) |
|---:|---:|---:|
| 4 | −8.4 | −8.1 |
| 1 | −26.7 | −23.7 |
| 0.1 | −56.6 | −34.4 |
| 0.001 | −116.2 | −36.0 |
| 0 | diverges | −36.1 |
| −1 | undefined | −63.3 |

At $a=0.001$ eV/Å² the harmonic $\langle x^2\rangle$ is 25.85 Å², a root-mean-square displacement of about 5 Å. The true value at $a=0$ is 0.034 Å².

**When the harmonic formula is safe.** Setting $\kappa=a$ in the upper bound leaves $\tfrac34bs^2$, the first-order correction to $F_h$. Classically $s=kT/a$, so relative to $kT$ the correction is
$$\frac{F-F_h}{kT}\approx\frac34\,\frac{b\,kT}{a^2}.$$
In the classical regime, $\hbar\omega\ll kT$, the condition is $a\gg\sqrt{b\,kT}$, here 0.51 eV/Å². At low temperature $s$ does not fall below its zero-point value $\hbar\omega/2a$, so this condition is not sufficient and $\tfrac34bs^2$ must be evaluated with the quantum $s$. A real frequency is therefore not enough: at $a=0.1$ eV/Å² the mode is stable and $F_h$ is already 22 meV too low.

### What the missing mode carries

At $a=0$ the classical partition function is elementary. The momentum integral gives $\sqrt{2\pi mkT}/h$. In the position integral put $t=bx^4/4kT$, so that on the positive half-line $dx=\tfrac14(4kT/b)^{1/4}t^{-3/4}dt$. Doubling for the two half-lines,
$$Z=\frac{\sqrt{2\pi mkT}}{h}\;\frac12\,\Gamma\!\left(\tfrac14\right)\left(\frac{4kT}{b}\right)^{1/4}.$$
This gives $F=-36.2$ meV at 300 K, within 0.14 meV of the quantum result. Since $Z\propto T^{1/2+1/4}$, the energy $kT^2\,\partial_T\ln Z$ is $\tfrac34kT$ and the heat capacity is $\tfrac34k$. A classical harmonic mode has $k$; a discarded mode has zero.

Now compare phases. Let B have $n$ harmonic modes and A have $n$ as well, and let $\Delta E$ be the static energy of A minus that of B. If all modes are harmonic and classical, each contributes $kT\ln(\hbar\omega/kT)$. The $n$ factors of $\hbar/kT$ cancel between the phases:
$$F_A-F_B=\Delta E+kT\ln\frac{\prod\omega_A}{\prod\omega_B}.$$
Discard one mode of A, and only $n-1$ factors are left to cancel $n$:
$$F_A-F_B=\Delta E+kT\ln\frac{kT\,\prod_{n-1}\hbar\omega_A}{\prod_{n}\hbar\omega_B}.$$
At high temperature this grows as $kT\ln T$, so A is penalized more and more on further heating. Keeping a quartic mode, with $Z\propto T^{3/4}$, would cancel three quarters of this term, so the error itself grows as $\tfrac34kT\ln T$; for a harmonic mode it would be the full $kT\ln T$. The error is therefore not a constant shift.

Planck's constant has also survived in a classical result, and the masses have survived with it. Multiply every mass by $\lambda$, so that $\omega\to\omega/\sqrt\lambda$. The numerator changes by $\lambda^{-(n-1)/2}$ and the denominator by $\lambda^{-n/2}$, so the difference shifts by $+\tfrac12kT\ln\lambda$. This isotope effect is false. In classical statistics the masses enter through the momentum integrals alone, whatever the potential, and these are the same for two phases made of the same atoms.

### A transition that disappears

Let A have two harmonic modes with quanta 12 and 15 meV, and as its third mode the potential above with $a=-1$ eV/Å². That is a double well of depth $a^2/4b=25$ meV, with an imaginary quantum of $9.1i$ meV ($74i$ cm⁻¹). Let B have quanta 14, 18 and 20 meV, and let undistorted A lie 60 meV above it. B is a separate structure, not one of the wells of A; otherwise the same configurations would be counted in both phases.

At 300 K, leaving the mode out gives $F_A-F_B=57.05$ meV. The double-well mode contributes $-63.33$ meV, so the true difference is
$$57.05-63.33=-6.28\ \text{meV},$$
and A is the stable phase. The omitted term is larger than the whole difference being sought and reverses its sign. Here the soft mode is one of only three. In a supercell of many cells, $\Delta E$ and the other sums grow with the number of cells. To first order, an error $\delta F$ moves the transition by $\delta F/|S_A-S_B|$, with both quantities taken for the whole supercell. But $\delta F$ grows too. A displacement pattern of amplitude $u$ repeated in $N$ cells has energy $N(\tfrac12au^2+\tfrac14bu^4)$. In the normalized coordinate $Q=\sqrt N\,u$ this is $\tfrac12aQ^2+\tfrac{b}{4N}Q^4$, a double well of depth $Na^2/4b$. The thermal part of the mode's free energy is diluted per cell, but the well depth is not: within the one-mode model the omitted term per cell tends to $-a^2/4b$, here $-25$ meV, and not to zero. In that limit the barrier far exceeds $kT$, so the uncoupled mode describes the distorted structure at any fixed temperature. A crystal need not follow it. If the quartic energy is local to each cell, write the amplitude in cell $i$ as $u+\delta_i$, with $\delta_i$ made of the other modes of the branch. The sum $\tfrac14b\sum_i(u+\delta_i)^4$ then contains $\tfrac32bu^2\sum_i\delta_i^2$, which adds $3b\langle\delta^2\rangle$ to the force constant of $Q$. This term does not shrink with $N$, and when it exceeds $|a|$ it can keep the crystal undistorted even though the one-mode barrier is many $kT$. The limit $-a^2/4b$ belongs to the uncoupled model only.

| $T$ (K) | true (meV) | discarded (meV) | modulus (meV) |
|---:|---:|---:|---:|
| 100 | 19.7 | 47.3 | 48.2 |
| 300 | −6.3 | 57.1 | 30.3 |
| 600 | −41.2 | 91.3 | 1.8 |
| 1000 | −81.6 | 156.6 | −36.7 |

The true difference changes sign at about 250 K. With the mode discarded, a scan from 5 to 3000 K finds no transition: the difference never falls below 47 meV. The classical formula shows the trend. The quanta combine to $14\cdot18\cdot20/(12\cdot15)=28$ meV, so at 600 K, where $kT=51.7$ meV,
$$60+51.7\,\ln(51.7/28)\approx92\ \text{meV},$$
close to the tabulated 91.3 meV.

The last column replaces the imaginary frequency by its modulus. This restores the mode count, but treats the top of a barrier as the bottom of a well of equal curvature. The transition then appears at about 618 K, more than twice the true temperature.

The false isotope effect appears too. With all masses multiplied by four at 600 K, the discarded version shifts by 36.2 meV, against $\tfrac12kT\ln4=35.8$ meV from the classical formula. The true difference shifts by 0.25 meV, which is a quantum effect, because the classical part cancels.

### A dense mesh changes the divergence and the size of the error

The logarithm above belongs to one mode of a finite supercell, or to a whole branch softening together. Suppose instead that a three-dimensional crystal softens at one isolated wavevector, with force constant
$$K(\mathbf q)=a+g\,(6-2\cos q_1-2\cos q_2-2\cos q_3)\approx a+gq^2 .$$
The classical harmonic free energy per cell contains $\tfrac12kT$ times the zone average of $\ln K$. At $a=0$ the dangerous part is $\int q^2\ln(gq^2)\,dq$ near $q=0$, which converges. The average of $\ln(K/g)$ is then 1.673. On an $N^3$ mesh containing $\mathbf q=0$, the divergence remains with weight $1/N^3$: for $N=4$, a hundredfold fall of $a$ lowers the average by $\ln(100)/64=0.072$.

So the harmonic free energy per cell can be finite at the instability. Beyond it, a whole region of the zone is imaginary. At $a=-g$ the discarded fraction of this branch is 12.5 % for $N=2$, 1.4 % for $N=8$ and 1.8 % for $N=100$. Refining the mesh makes the fraction converge, but not to zero. The number of modes missing per cell equals this fraction, so the $kT\ln T$ and $\tfrac12kT\ln\lambda$ terms of the discarded sum, taken per cell, are multiplied by it. At this value of $a$ they remain, but are much smaller than in the three-mode example. This concerns the mode count only; the energy gained by distorting along the unstable modes is not scaled down by this fraction.

### What to do instead

If the mode is nearly uncoupled, compute the energy along it, fit $V(x)$, diagonalize the one-dimensional Hamiltonian and add the resulting $F$ to the sum over the other modes. This is what the "true" column does.

A cheaper choice is to minimize the upper bound over $\kappa$. By the slope formula $\partial_\kappa F_h=s/2$, so the derivative of the bound is
$$\frac s2+\frac{a-\kappa}{2}s'-\frac s2+\frac{3b}{2}ss'=\frac{s'}2\,(a-\kappa+3bs),\qquad s'=\frac{ds}{d\kappa}<0 .$$
The bracket decreases with $\kappa$ and passes from positive to negative, so the bound has a single minimum, at
$$\kappa=a+3b\langle x^2\rangle_\kappa .$$
This is the self-consistent phonon. For the double well at 300 K it gives a real force constant, $\kappa=0.515$ eV/Å², and $F\le-54.5$ meV. That is 9 meV above the true value, so it is not a precise answer for this well, but here it is far nearer than zero. Applied to the single mode, it gets worse in a large supercell. With $b/N$ in place of $b$ and $a<0$, $\kappa$ tends to zero as $N$ grows, so $s\to-Na/3b$ and the bound per cell tends to $-a^2/12b$, only a third of the well depth. A Gaussian centred on the barrier cannot describe a crystal that sits in one of the wells; the trial oscillator must then be centred on the distorted structure. This failure belongs to the one-mode treatment. In a self-consistent phonon calculation for the whole lattice with a local quartic term, $\langle x^2\rangle$ is the mean-square displacement per cell summed over all wavevectors. It does not shrink with $N$, so $\kappa$ can stay finite in a large supercell when the crystal is undistorted.

Neither recipe, as written here, includes coupling between the soft mode and the others. That coupling is not exceptional: for a local quartic term it outweighs the mode's own anharmonicity $b/N$ in a large supercell, where the one-dimensional $F$ can describe the distorted structure at a temperature at which the crystal is undistorted. The one-dimensional $F$ depends on the supercell and is an approximation to be tested against supercell size. The numerical check computes the tabulated numbers and tests the bounds, the slope formula, the classical limits and the zone averages.

## Computed results

```
mass 50 u, b = 10 eV/A^4, T = 300 K, kT = 25.85 meV
harmonic F falls by 59.53 meV when a falls 100-fold
crossover force constant sqrt(b kT) = 0.508 eV/A^2
F of the mode at 300 K in meV; a in eV/A^2
      a   harmonic      true   lower bound  upper bound
  4.000      -8.41     -8.09        -8.30        -8.09
  1.000     -26.73    -23.68       -25.34       -23.51
  0.100     -56.62    -34.40       -39.58       -33.42
  0.010     -86.39    -35.88       -41.75       -34.71
  0.001    -116.16    -36.04       -41.98       -34.84
  0.000       none    -36.06       -42.01       -34.86
 -1.000       none    -63.33       -83.61       -54.50
self-consistent force constant at a = -1: 0.515 eV/A^2
a = 0: true <x^2> = 0.03442 A^2, classical 0.03437 A^2
a = 0.001: harmonic <x^2> = 25.85 A^2
a = 0: classical F = -36.19 meV, quantum shift 0.139, formula 0.139 meV
a = -1: classical F = -63.53 meV, quantum shift 0.201, formula 0.202 meV
a = 10: F - F_harm = 0.0603 meV, first order 0.0609 meV
double well: depth 25.0 meV, minima at +-0.316 A
imaginary mode: 9.14i meV = 73.7i cm^-1
phase A quanta (meV): [12. 15.] + double well
phase B quanta (meV): [14. 18. 20.]  E_A - E_B = 60 meV
F_A - F_B in meV
   T/K   well mode F      true   discarded   modulus
   100       -27.64      19.66      47.30      48.21
   300       -63.33      -6.28      57.05      30.32
   600      -132.45     -41.18      91.27       1.76
  1000      -238.17     -81.57     156.61     -36.67
transition: true 250.5 K, with modulus 618.4 K
discarded: no transition, smallest F_A - F_B = 47.23 meV (5-3000 K)
heat capacity at 1000 K in k: pure quartic mode 0.7493
  phase B 2.990, A true 2.672, A discarded 1.996
masses x4 at 600 K: F_A - F_B shifts by 0.25 meV (true), 36.17 meV (discarded)
zone average of ln(force constant/g) at a = 0: 1.67339, mesh 1.67339
  4^3 mesh with q = 0: average falls 0.07196 per 100-fold drop of a
  8^3 mesh with q = 0: average falls 0.00899 per 100-fold drop of a
imaginary fraction at a = -g (%): N=2: 12.50, N=4: 1.56, N=8: 1.37, N=64: 1.83, N=100: 1.82
```
